# Image-charge gap reduction at a metal and its absence from semilocal levels: a program that tests the result

```python
"""Result under test: a metal reduces the fundamental gap IP - EA of a
physisorbed molecule by 2P = e^2/(2d), d = z - z0 (Gaussian notation), while
the semilocal Kohn-Sham gap of the neutral system lacks this 1/d term.
z: molecular height; z0: image plane; P: polarisation energy of one charge;
IP, EA: vertical ionisation energy and electron affinity.
Atomic units are used internally; printed energies are in eV, lengths in A.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, ao2mo

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR  # e^2 in eV A

# ---- Headline estimate with round parameters ----
height, image_plane = 3.5, 1.0
distance = height - image_plane
print(f"e^2 = {COULOMB:.4f} eV A")
print(f"height z = {height:.1f} A, image plane z0 = {image_plane:.1f} A")
print(f"distance d = {distance:.1f} A")
print(f"one-level shift P = {COULOMB / (4 * distance):.3f} eV")
print(f"gap reduction 2P = {COULOMB / (2 * distance):.3f} eV")
for trial in (0.8, 1.2):
    print(f"2P for z0 = {trial:.1f} A: "
          f"{COULOMB / (2 * (height - trial)):.3f} eV")

# ---- Image law from a Thomas-Fermi surface with a smooth edge ----
# The potential obeys phi'' = (k^2 + s(z)) phi; L = phi'/phi is integrated.
k_screen, edge_width = 1.0, 0.3
nodes, node_weights = np.polynomial.legendre.leggauss(80)
k_max = 6.0
k_values = np.concatenate(([0.0], 0.5 * k_max * (nodes + 1)))
k_weights = 0.5 * k_max * node_weights
z_grid = np.linspace(-12.0, 4.5, 1651)
step = z_grid[1] - z_grid[0]


def screening(z):
    return k_screen**2 / (1 + np.exp(z / edge_width))


def slope(z, log_derivative):
    return k_values**2 + screening(z) - log_derivative**2


log_der = np.ones_like(k_values)
uniform_history = [log_der[0]]
for z in z_grid[:-1]:
    s1 = slope(z, log_der)
    s2 = slope(z + step / 2, log_der + step * s1 / 2)
    s3 = slope(z + step / 2, log_der + step * s2 / 2)
    s4 = slope(z + step, log_der + step * s3)
    log_der = log_der + step * (s1 + 2 * s2 + 2 * s3 + s4) / 6
    uniform_history.append(log_der[0])
uniform_history = np.array(uniform_history)
plane_tf = z_grid[-1] - 1 / log_der[0]
increments = 0.5 * step * (uniform_history[1:] + uniform_history[:-1])
potential = np.exp(np.concatenate(([0.0], np.cumsum(increments))))
induced = screening(z_grid) * potential
centroid = np.sum(z_grid * induced) / np.sum(induced)
assert abs(centroid - plane_tf) < 2e-3
reflection = (log_der[1:] - k_values[1:]) / (log_der[1:] + k_values[1:])
print(f"Thomas-Fermi z0 from potential = {plane_tf * BOHR:.4f} A")
print(f"centroid of induced charge = {centroid * BOHR:.4f} A")
for z_angstrom in (2.5, 5.0):
    z_charge = z_angstrom / BOHR
    response = -0.5 * np.sum(
        k_weights * reflection
        * np.exp(-2 * k_values[1:] * (z_charge - z_grid[-1])))
    image_law = -1 / (4 * (z_charge - plane_tf))
    assert abs(response / image_law - 1) < 0.01
    print(f"charge at z = {z_angstrom:.1f} A: response "
          f"{response * HARTREE:.4f}, image law {image_law * HARTREE:.4f} eV")

# ---- trans-Glyoxal, planar, parallel to the mirror ----
cc, co, ch = 1.52, 1.21, 1.11
angle_cco, angle_cch = 121.0, 115.0
to_o, to_h = np.radians(180 - angle_cco), np.radians(180 - angle_cch)
carbon = np.array([cc / 2, 0.0, 0.0])
oxygen = carbon + co * np.array([np.cos(to_o), np.sin(to_o), 0.0])
hydrogen = carbon + ch * np.array([np.cos(to_h), -np.sin(to_h), 0.0])
atoms = [(name, tuple(sign * position / BOHR))
         for sign in (1, -1)
         for name, position in (("C", carbon), ("O", oxygen),
                                ("H", hydrogen))]
print(f"glyoxal CC, CO, CH = {cc:.2f}, {co:.2f}, {ch:.2f} A")
print(f"angles CCO, CCH = {angle_cco:.0f}, {angle_cch:.0f} degrees")


def make_molecule(charge=0, shift=0.0):
    geometry = [(name, (x, y, z + shift)) for name, (x, y, z) in atoms]
    return gto.M(atom=geometry, unit="Bohr", basis="6-31g",
                 charge=charge, spin=abs(charge), verbose=0)


molecule = make_molecule()
n_ao, n_shell = molecule.nao_nr(), molecule.nbas
n_occ = molecule.nelectron // 2
charges, positions = molecule.atom_charges(), molecule.atom_coords()
core_gas = molecule.intor("int1e_kin") + molecule.intor("int1e_nuc")
repulsion_gas = molecule.intor("int2e").reshape((n_ao,) * 4)
parity = np.array([-1.0 if "pz" in label else 1.0
                   for label in molecule.ao_labels()])


def run_scf(charge, hamiltonian, guess=None):
    core, repulsion, nuclear = hamiltonian
    system = make_molecule(charge)
    mf = dft.UKS(system) if charge else dft.RKS(system)
    mf.xc = "PBE"
    mf.grids.atom_grid = (30, 110)
    mf.grids.prune = None
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-8
    mf.max_cycle = 100
    mf.get_hcore = lambda *args: core
    mf.energy_nuc = lambda *args: nuclear
    mf._eri = repulsion
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def mirror_hamiltonian(d):
    """Molecule at z = 0, perfect mirror at z = -d (bohr)."""
    pair = gto.mole.conc_mol(molecule, make_molecule(shift=-2 * d))
    first, second = (0, n_shell), (n_shell, 2 * n_shell)
    image = pair.intor("int2e", shls_slice=first * 2 + second * 2)
    image = image.reshape((n_ao,) * 4)
    image = image * parity[:, None] * parity
    assert np.allclose(image, image.transpose(2, 3, 0, 1), atol=1e-8)
    mirrored = positions + np.array([0.0, 0.0, -2 * d])
    core = core_gas.copy()
    for nuclear_charge, position in zip(charges, mirrored):
        with molecule.with_rinv_origin(position):
            core += nuclear_charge * molecule.intor("int1e_rinv")
    separations = np.linalg.norm(
        positions[:, None, :] - mirrored[None, :, :], axis=2)
    nuclear = molecule.energy_nuc() - 0.5 * np.sum(
        np.outer(charges, charges) / separations)
    total = ao2mo.restore(8, repulsion_gas - image, n_ao)
    return (core, total, float(nuclear)), image


gas_hamiltonian = (core_gas, ao2mo.restore(8, repulsion_gas, n_ao),
                   float(molecule.energy_nuc()))
gas = {0: run_scf(0, gas_hamiltonian)}
neutral_density = np.array(gas[0].make_rdm1())
for charge in (1, -1):
    gas[charge] = run_scf(charge, gas_hamiltonian,
                          np.array([neutral_density / 2] * 2))


def charged_energies(states):
    ionisation = (states[1].e_tot - states[0].e_tot) * HARTREE
    affinity = (states[0].e_tot - states[-1].e_tot) * HARTREE
    return ionisation, affinity


def frontier_levels(states):
    return states[0].mo_energy[n_occ - 1:n_occ + 1] * HARTREE


ip_gas, ea_gas = charged_energies(gas)
levels_gas = frontier_levels(gas)
ks_gap_gas = levels_gas[1] - levels_gas[0]
print(f"gas PBE/6-31G IP = {ip_gas:.3f} eV, EA = {ea_gas:.3f} eV")
print(f"gas total-energy gap = {ip_gas - ea_gas:.3f} eV")
print(f"gas HOMO = {levels_gas[0]:.3f} eV, LUMO = {levels_gas[1]:.3f} eV")
print(f"gas Kohn-Sham gap = {ks_gap_gas:.3f} eV")

# ---- Frozen metal tail: its semilocal and Hartree effect on levels ----
radius_rs, work_function = 3.0, 4.5
bulk_density = 3 / (4 * np.pi * radius_rs**3)
decay = 2 * np.sqrt(2 * work_function / HARTREE)
print(f"tail model: rs = {radius_rs:.1f} bohr, "
      f"work function = {work_function:.1f} eV")
coords, weights = gas[0].grids.coords, gas[0].grids.weights
ao = gas[0]._numint.eval_ao(molecule, coords, deriv=1)
density = gas[0]._numint.eval_rho(molecule, ao, neutral_density,
                                xctype="GGA")
frontier = [ao @ gas[0].mo_coeff[:, i] for i in (n_occ - 1, n_occ)]


def semilocal_levels(tail, tail_gradient):
    total = np.array(density)
    total[0] += tail
    total[3] += tail_gradient
    v_rho, v_sigma = dft.libxc.eval_xc("PBE", total)[1][:2]
    hartree = -4 * np.pi * tail / decay**2
    values = []
    for orbital in frontier:
        gradient = 2 * orbital[0] * orbital[1:4]
        values.append(np.sum(weights * (
            (v_rho + hartree) * orbital[0]**2
            + 2 * v_sigma * np.sum(total[1:4] * gradient, axis=0))))
    return np.array(values) * HARTREE


zeros = np.zeros(len(weights))
levels_without_tail = semilocal_levels(zeros, zeros)

# ---- Compare charged energies and eigenvalues near the mirror ----
limits = {2.5: 0.20, 5.0: 0.08, 10.0: 0.03}
tail_sizes = []
for d_angstrom, limit in limits.items():
    d = d_angstrom / BOHR
    hamiltonian, image = mirror_hamiltonian(d)
    near = {charge: run_scf(charge, hamiltonian,
                            np.array(gas[charge].make_rdm1()))
            for charge in (0, 1, -1)}
    ip, ea = charged_energies(near)
    ip_drop, ea_rise = ip_gas - ip, ea - ea_gas
    reduction = ip_drop + ea_rise
    point_law = COULOMB / (2 * d_angstrom)
    level_shifts = frontier_levels(near) - levels_gas
    ks_change = level_shifts[1] - level_shifts[0]
    self_terms = []
    for index in (n_occ - 1, n_occ):
        orbital = gas[0].mo_coeff[:, index]
        orbital_density = np.outer(orbital, orbital)
        field = np.tensordot(image, orbital_density, axes=([2, 3], [0, 1]))
        self_terms.append(0.5 * np.sum(orbital_density * field) * HARTREE)
    hole = n_occ - 1  # lowest empty minority-spin level of the cation
    hole_shift = (near[1].mo_energy[1][hole]
                  - gas[1].mo_energy[1][hole]) * HARTREE
    endpoint_mean = 0.5 * (level_shifts[0] + hole_shift)

    assert abs(reduction / point_law - 1) < limit
    assert abs(ks_change) < 0.10 * reduction
    assert abs(sum(self_terms) / reduction - 1) < 0.15
    assert abs((hole_shift - level_shifts[0]) / point_law - 1) < limit
    assert abs(endpoint_mean / ip_drop - 1) < 0.10
    if d_angstrom == 10.0:
        assert abs(ip_drop / (point_law / 2) - 1) < 0.05
        assert abs(ea_rise / (point_law / 2) - 1) < 0.05

    above_edge = coords[:, 2] + d
    tail = bulk_density * np.exp(-decay * np.maximum(above_edge, 0))
    tail_gradient = np.where(above_edge > 0, -decay * tail, 0.0)
    tail_shifts = semilocal_levels(tail, tail_gradient) - levels_without_tail
    tail_gap = tail_shifts[1] - tail_shifts[0]
    tail_sizes.append(np.max(np.abs(tail_shifts)))
    assert abs(tail_gap) < 0.15 * reduction

    print(f"d = {d_angstrom:.1f} A: e^2/(2d) = {point_law:.3f} eV")
    print(f"  IP drop = {ip_drop:.3f} eV, EA rise = {ea_rise:.3f} eV")
    print(f"  total-energy gap reduction = {reduction:.3f} eV")
    print(f"  frozen self terms HOMO, LUMO = "
          f"{self_terms[0]:.3f}, {self_terms[1]:.3f} eV")
    print(f"  neutral HOMO, LUMO shifts = "
          f"{level_shifts[0]:.4f}, {level_shifts[1]:.4f} eV")
    print(f"  Kohn-Sham gap change = {ks_change:.4f} eV")
    print(f"  cation empty-level shift = {hole_shift:.3f} eV")
    print(f"  mean of end-point shifts = {endpoint_mean:.3f} eV")
    print(f"  tail shifts HOMO, LUMO = "
          f"{tail_shifts[0]:.5f}, {tail_shifts[1]:.5f} eV")

assert tail_sizes[1] < 0.30 * tail_sizes[0]
assert tail_sizes[2] < 1e-3
print("success")
```

Printed output:

```
e^2 = 14.3996 eV A
height z = 3.5 A, image plane z0 = 1.0 A
distance d = 2.5 A
one-level shift P = 1.440 eV
gap reduction 2P = 2.880 eV
2P for z0 = 0.8 A: 2.667 eV
2P for z0 = 1.2 A: 3.130 eV
Thomas-Fermi z0 from potential = -0.3996 A
centroid of induced charge = -0.3996 A
charge at z = 2.5 A: response -1.2454, image law -1.2415 eV
charge at z = 5.0 A: response -0.6670, image law -0.6667 eV
glyoxal CC, CO, CH = 1.52, 1.21, 1.11 A
angles CCO, CCH = 121, 115 degrees
gas PBE/6-31G IP = 9.815 eV, EA = 0.404 eV
gas total-energy gap = 9.411 eV
gas HOMO = -5.984 eV, LUMO = -4.168 eV
gas Kohn-Sham gap = 1.817 eV
tail model: rs = 3.0 bohr, work function = 4.5 eV
d = 2.5 A: e^2/(2d) = 2.880 eV
  IP drop = 1.396 eV, EA rise = 1.286 eV
  total-energy gap reduction = 2.682 eV
  frozen self terms HOMO, LUMO = 1.309, 1.380 eV
  neutral HOMO, LUMO shifts = 0.0773, 0.0865 eV
  Kohn-Sham gap change = 0.0091 eV
  cation empty-level shift = 2.715 eV
  mean of end-point shifts = 1.396 eV
  tail shifts HOMO, LUMO = -0.02082, -0.05214 eV
d = 5.0 A: e^2/(2d) = 1.440 eV
  IP drop = 0.714 eV, EA rise = 0.696 eV
  total-energy gap reduction = 1.410 eV
  frozen self terms HOMO, LUMO = 0.701, 0.712 eV
  neutral HOMO, LUMO shifts = 0.0129, 0.0134 eV
  Kohn-Sham gap change = 0.0004 eV
  cation empty-level shift = 1.415 eV
  mean of end-point shifts = 0.714 eV
  tail shifts HOMO, LUMO = -0.00016, -0.00054 eV
d = 10.0 A: e^2/(2d) = 0.720 eV
  IP drop = 0.359 eV, EA rise = 0.357 eV
  total-energy gap reduction = 0.716 eV
  frozen self terms HOMO, LUMO = 0.357, 0.359 eV
  neutral HOMO, LUMO shifts = 0.0018, 0.0018 eV
  Kohn-Sham gap change = 0.0000 eV
  cation empty-level shift = 0.717 eV
  mean of end-point shifts = 0.359 eV
  tail shifts HOMO, LUMO = -0.00000, -0.00000 eV
success
```
